# Which mixing of density and kinetic-energy density keeps the von Weizsäcker bound?: verification in Python

```python
"""
Result under test (atomic units):
 A) Mixing pairs (rho_i, tau_i) with common weights c_i >= 0, sum c_i = 1,
    keeps rho >= 0 and tau >= tau_W = |grad rho|^2 / (8 rho).
 B) A two-pair Pulay extrapolation (sum c_i = 1, one c_i < 0) can give
    rho < 0 in the tail and tau < tau_W where rho > 0.
Symbols: rho = electron density, tau = (1/2) sum f |grad phi|^2,
 k0, lam = parameters of the mean field (1/2)(k0 - lam*M) x^2,
 M = integral of x^2 rho, w = Gaussian exponent of a density,
 R_i = output density minus input density, c_i = Pulay coefficients.
"""
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import erfc

# ---------- general theorem: random complex orbitals in three dimensions ----------
rng = np.random.default_rng(7)


def random_system():
    return dict(a=rng.normal(size=3) + 1j * rng.normal(size=3),
                b=rng.normal(size=(3, 3)) + 1j * rng.normal(size=(3, 3)),
                s=rng.uniform(0.3, 1.2, 3), f=rng.uniform(0.2, 2.0, 3))


def orbitals(system, r):
    return (system["a"] + system["b"] @ r) * np.exp(-system["s"] * (r @ r))


def density(system, r):
    return float(np.sum(system["f"] * abs(orbitals(system, r)) ** 2))


def gradient(function, r, step=1e-4):
    return np.array([(function(r + step * e) - function(r - step * e)) / (2 * step)
                     for e in np.eye(3)])


smallest_margin = np.inf
for trial in range(150):
    systems = [random_system() for _ in range(3)]
    r = rng.uniform(-1, 1, 3)
    rho_i = np.array([density(s, r) for s in systems])
    grad_i = np.array([gradient(lambda q, s=s: density(s, q), r) for s in systems])
    tau_i = np.array([0.5 * np.sum(s["f"] * np.sum(
        abs(gradient(lambda q, s=s: orbitals(s, q), r)) ** 2, axis=0)) for s in systems])
    assert np.all(8 * rho_i * tau_i - np.sum(grad_i ** 2, axis=1) > -1e-5)
    convex = rng.dirichlet(np.ones(3))
    signed = np.array([1.9, -0.6, -0.3])
    for c in (convex, signed):
        def mixed(q, c=c):
            return sum(ci * density(s, q) for ci, s in zip(c, systems))
        rho_m, grad_m = mixed(r), gradient(mixed, r)
        left = rho_m * np.sum(c * np.sum(grad_i ** 2, axis=1) / rho_i) - grad_m @ grad_m
        u = grad_i / rho_i[:, None]
        right = sum(c[i] * c[j] * rho_i[i] * rho_i[j] * np.sum((u[i] - u[j]) ** 2)
                    for i in range(3) for j in range(i))
        assert abs(left - right) < 1e-5 * (1 + abs(right))
        if c is convex:
            margin = c @ tau_i - grad_m @ grad_m / (8 * rho_m)
            smallest_margin = min(smallest_margin, margin)
assert smallest_margin > -1e-6

# ---------- one-dimensional SCF model, solved by diagonalization ----------
h = 0.1
n = np.arange(-120, 121)
x = h * n
diff = n[:, None] - n[None, :]
safe = np.where(diff == 0, 1, diff)
sign = np.where(diff % 2 == 0, 1.0, -1.0)
kinetic = np.where(diff == 0, np.pi ** 2 / (6 * h * h), sign / (h * safe) ** 2)
deriv = np.where(diff == 0, 0.0, sign / (h * safe))


def solve_pair(k):
    """Ground-state pair of two electrons in the potential k x^2 / 2."""
    phi = np.linalg.eigh(kinetic + np.diag(0.5 * k * x * x))[1][:, 0] / np.sqrt(h)
    return 2 * phi ** 2, (deriv @ phi) ** 2


def second_moment(rho):
    return h * np.sum(x * x * rho)


def three_pairs(k0, lam, w_start):
    pairs = [solve_pair(w_start ** 2)]
    for _ in range(2):
        pairs.append(solve_pair(k0 - lam * second_moment(pairs[-1][0])))
    return pairs


def pulay(pairs):
    """Minimize the norm of c1 R1 + (1-c1) R2 directly on the grid."""
    R1, R2 = pairs[1][0] - pairs[0][0], pairs[2][0] - pairs[1][0]
    c1 = minimize_scalar(lambda c: h * np.sum((c * R1 + (1 - c) * R2) ** 2)).x
    return c1, R1, R2


def margin_on_grid(rho, tau):
    return tau - (deriv @ rho) ** 2 / (8 * rho)


def rho_g(w, q):
    return 2 * np.sqrt(w / np.pi) * np.exp(-w * q * q)


def tau_g(w, q):
    return 0.5 * w * w * q * q * rho_g(w, q)


def overlap(a, b):
    return 4 * np.sqrt(a * b / (np.pi * (a + b)))


def coefficients(w):
    S = np.array([[overlap(a, b) for b in w] for a in w])
    r1, r2 = np.array([-1, 1, 0]), np.array([0, -1, 1])
    c1 = r2 @ S @ (r2 - r1) / ((r1 - r2) @ S @ (r1 - r2))
    return np.array([c1, 1 - c1]), r1 @ S @ r1, r2 @ S @ r2, r1 @ S @ r2


k0, lam, w1 = 1.5, 0.5, 0.6
w2 = np.sqrt(k0 - lam / w1)
w3 = np.sqrt(k0 - lam / w2)
w = [w1, w2, w3]
pairs = three_pairs(k0, lam, w1)
for wi, (rho, tau) in zip(w, pairs):
    assert np.max(abs(rho - rho_g(wi, x))) < 1e-8
    assert np.max(abs(tau - tau_g(wi, x))) < 1e-8

# fixed point and its stability, from the energy and from the map
def energy(v):
    return v / 2 + k0 / (2 * v) - lam / (4 * v * v)


rho_t, tau_t = pairs[1]
M_t = second_moment(rho_t)
assert abs(h * np.sum(tau_t) + k0 * M_t / 2 - lam * M_t ** 2 / 4 - energy(w2)) < 1e-8
w_fix = minimize_scalar(energy, bounds=(0.6, 2), method="bounded",
                        options={"xatol": 1e-10}).x
assert abs(w_fix - 1) < 1e-6
step = 1e-4
slope = (np.sqrt(k0 - lam / (1 + step)) - np.sqrt(k0 - lam / (1 - step))) / (2 * step)
assert abs(slope - lam / 2) < 1e-6

(c1, c2), n1, n2, n12 = coefficients(w)
c1_grid, R1, R2 = pulay(pairs)
assert abs(c1_grid - c1) < 1e-5
assert c1 < 0 and n12 > n2
norm_ext = np.sqrt(h * np.sum((c1 * R1 + c2 * R2) ** 2))
assert norm_ext < np.sqrt(n2)

rho_ext = c1 * pairs[0][0] + c2 * pairs[1][0]
tau_ext = c1 * pairs[0][1] + c2 * pairs[1][1]
assert abs(h * np.sum(rho_ext) - 2) < 1e-9

# nodes: root search on the mixed fields against the closed forms
x_rho = np.sqrt(np.log(c2 / -c1 * (w2 / w1) ** 0.5) / (w2 - w1))
x_tau = np.sqrt(np.log(c2 / -c1 * (w2 / w1) ** 2.5) / (w2 - w1))


def ext_rho(q):
    return c1 * rho_g(w1, q) + c2 * rho_g(w2, q)


def ext_tau(q):
    return c1 * tau_g(w1, q) + c2 * tau_g(w2, q)


assert abs(brentq(ext_rho, 0.1, 5) - x_rho) < 1e-8
assert abs(brentq(ext_tau, 0.1, 5) - x_tau) < 1e-8
assert x_tau > x_rho
negative_charge = 2 * (c1 * erfc(np.sqrt(w1) * x_rho) + c2 * erfc(np.sqrt(w2) * x_rho))
assert abs(2 * quad(ext_rho, x_rho, 15)[0] - negative_charge) < 1e-8
assert negative_charge < 0

# bound fails at every grid point with positive density, apart from x = 0
inside = (abs(x) > h / 2) & (abs(x) < x_rho)
outside = (abs(x) > x_rho) & (abs(x) < 5)
assert np.all(rho_ext[inside] > 0) and np.all(rho_ext[outside] < 0)
deficit_grid = margin_on_grid(rho_ext[:], tau_ext)[inside]
deficit_formula = (c1 * c2 * rho_g(w1, x) * rho_g(w2, x) * (w2 - w1) ** 2 * x ** 2
                   / (2 * ext_rho(x)))[inside]
assert np.all(deficit_grid < 0)
assert np.allclose(deficit_grid, deficit_formula, rtol=1e-5, atol=1e-8)

# convex mixtures of the same two pairs keep both conditions
core = abs(x) < 4
for a in (0.1, 0.5, 0.9):
    rm = a * pairs[0][0] + (1 - a) * pairs[1][0]
    tm = a * pairs[0][1] + (1 - a) * pairs[1][1]
    assert np.all(rm[core] > 0) and np.all(margin_on_grid(rm, tm)[core] > -1e-9)

# damped Pulay inputs: negative tail, and bound broken just inside the node
for beta in (0.0, 0.3, 0.7, 1.0):
    weights = np.array([(1 - beta) * c1, beta * c1 + (1 - beta) * c2, beta * c2])

    def damped(q):
        return sum(g * rho_g(v, q) for g, v in zip(weights, w))
    assert damped(6.0) < 0 < damped(0.0)
    q = brentq(damped, 0, 6) - 0.01
    slope_q = sum(-2 * v * q * g * rho_g(v, q) for g, v in zip(weights, w))
    tau_q = sum(g * tau_g(v, q) for g, v in zip(weights, w))
    assert damped(q) > 0 and tau_q < slope_q ** 2 / (8 * damped(q))

# unequal convex weights for rho and tau break the bound
rho_u = 0.2 * pairs[0][0] + 0.8 * pairs[1][0]
tau_u = 0.8 * pairs[0][1] + 0.2 * pairs[1][1]
at_one = int(np.argmin(abs(x - 1)))
tauW_u = (deriv @ rho_u)[at_one] ** 2 / (8 * rho_u[at_one])
assert tau_u[at_one] < tauW_u

# control: opposite sign of the coupling, same fixed point
k0_c, lam_c = 0.5, -0.5
pairs_c = three_pairs(k0_c, lam_c, w1)
c1_c, R1_c, R2_c = pulay(pairs_c)
rho_c = c1_c * pairs_c[0][0] + (1 - c1_c) * pairs_c[1][0]
tau_c = c1_c * pairs_c[0][1] + (1 - c1_c) * pairs_c[1][1]
margin_c = margin_on_grid(rho_c, tau_c)
assert np.sum(R1_c * R2_c) < 0 and 0 < c1_c < 1
assert np.all(rho_c[core] > 0) and np.all(margin_c[core] > -1e-9)

# ---------- printed numbers, all in atomic units ----------
print(f"random 3D convex mixtures: smallest tau-tau_W = {smallest_margin:.4f} a.u.")
print(f"k0 = {k0}, lambda = {lam}, fixed point w = {w_fix:.4f} a.u.")
print(f"slope of the map w_in -> w_out at fixed point = {slope:.4f}")
print(f"w1, w2, w3 = {w1:.4f}, {w2:.4f}, {w3:.4f} a.u.")
print(f"<R1,R1> = {n1:.6f} a.u.")
print(f"<R2,R2> = {n2:.6f} a.u.")
print(f"<R1,R2> = {n12:.6f} a.u.")
print(f"Pulay coefficients c1, c2 = {c1:.4f}, {c2:.4f}")
print(f"norm of R2 = {np.sqrt(n2):.5f} a.u.")
print(f"norm of c1 R1 + c2 R2 = {norm_ext:.5f} a.u.")
print(f"integral of extrapolated density = {h*np.sum(rho_ext):.6f} electrons")
print(f"density node x_rho = {x_rho:.4f} bohr")
print(f"tau node x_tau = {x_tau:.4f} bohr")
print(f"charge integral beyond both density nodes = {negative_charge:.5f} electrons")
for q in (1.0, 2.4, 3.0):
    print(f"x = {q} bohr: rho1, rho2 = {rho_g(w1,q):.6f}, {rho_g(w2,q):.6f} a.u.")
    print(f"   tau1, tau2 = {tau_g(w1,q):.6f}, {tau_g(w2,q):.6f} a.u.")
    print(f"   Pulay rho, tau = {ext_rho(q):.6f}, {ext_tau(q):.6f} a.u.")
q = 1.0
for name, a in (("Pulay", c1), ("equal-weight", 0.5)):
    rm = a * rho_g(w1, q) + (1 - a) * rho_g(w2, q)
    tm = a * tau_g(w1, q) + (1 - a) * tau_g(w2, q)
    gm = -2 * q * (a * w1 * rho_g(w1, q) + (1 - a) * w2 * rho_g(w2, q))
    tw = gm ** 2 / (8 * rm)
    print(f"{name} mixture at x = 1 bohr: rho = {rm:.6f}, drho/dx = {gm:.6f} a.u.")
    print(f"   tau = {tm:.6f}, tau_W = {tw:.6f}, tau-tau_W = {tm-tw:.6f} a.u.")
    print(f"   tau_W/tau = {tw/tm:.5f}")
print("unequal weights at x = 1 bohr (rho: 0.2, 0.8; tau: 0.8, 0.2):")
print(f"   tau = {tau_u[at_one]:.6f}, tau_W = {tauW_u:.6f} a.u.")
w2_c = 1 / second_moment(pairs_c[1][0])
w3_c = 1 / second_moment(pairs_c[2][0])
print(f"control k0 = {k0_c}, lambda = {lam_c}: w2, w3 = {w2_c:.4f}, {w3_c:.4f} a.u.")
print(f"control <R1,R2> = {h*np.sum(R1_c*R2_c):.6f} a.u.")
print(f"control c1, c2 = {c1_c:.4f}, {1-c1_c:.4f}")
print(f"control tau-tau_W at x = 1 bohr = {margin_c[at_one]:.6f} a.u.")
print("all good")
```

It prints:

```
random 3D convex mixtures: smallest tau-tau_W = 0.1679 a.u.
k0 = 1.5, lambda = 0.5, fixed point w = 1.0000 a.u.
slope of the map w_in -> w_out at fixed point = 0.2500
w1, w2, w3 = 0.6000, 0.8165, 0.9421 a.u.
<R1,R1> = 0.023656 a.u.
<R2,R2> = 0.005735 a.u.
<R1,R2> = 0.011468 a.u.
Pulay coefficients c1, c2 = -0.8882, 1.8882
norm of R2 = 0.07573 a.u.
norm of c1 R1 + c2 R2 = 0.02535 a.u.
integral of extrapolated density = 2.000000 electrons
density node x_rho = 2.0482 bohr
tau node x_tau = 2.6535 bohr
charge integral beyond both density nodes = -0.01069 electrons
x = 1.0 bohr: rho1, rho2 = 0.479683, 0.450643 a.u.
   tau1, tau2 = 0.086343, 0.150214 a.u.
   Pulay rho, tau = 0.424849, 0.206946 a.u.
x = 2.4 bohr: rho1, rho2 = 0.027581, 0.009246 a.u.
   tau1, tau2 = 0.028596, 0.017752 a.u.
   Pulay rho, tau = -0.007040, 0.008119 a.u.
x = 3.0 bohr: rho1, rho2 = 0.003948, 0.000656 a.u.
   tau1, tau2 = 0.006395, 0.001969 a.u.
   Pulay rho, tau = -0.002267, -0.001963 a.u.
Pulay mixture at x = 1 bohr: rho = 0.424849, drho/dx = -0.878258 a.u.
   tau = 0.206946, tau_W = 0.226944, tau-tau_W = -0.019998 a.u.
   tau_W/tau = 1.09664
equal-weight mixture at x = 1 bohr: rho = 0.465163, drho/dx = -0.655758 a.u.
   tau = 0.118279, tau_W = 0.115556, tau-tau_W = 0.002723 a.u.
   tau_W/tau = 0.97698
unequal weights at x = 1 bohr (rho: 0.2, 0.8; tau: 0.8, 0.2):
   tau = 0.099117, tau_W = 0.135664 a.u.
control k0 = 0.5, lambda = -0.5: w2, w3 = 1.1547, 0.9659 a.u.
control <R1,R2> = -0.032969 a.u.
control c1, c2 = 0.2245, 0.7755
control tau-tau_W at x = 1 bohr = 0.012151 a.u.
all good
```
